# Quantum defects of non-penetrating Rydberg states from core polarization

An atom has one electron in a Rydberg state with quantum numbers $n$ and $l$. The other electrons form a spherical closed-shell core with net charge $+1$ and static dipole polarizability $\alpha$. If the core were a point charge, the Rydberg levels would be hydrogenic. The problem is to find how the polarizability of the core displaces them, and for which states the answer can be trusted.

The algebra uses Hartree atomic units, in which lengths are in bohr, $a_0$, and energies in hartree, $E_h$. The nucleus is fixed, and relativistic effects, including spin-orbit coupling, are left out. The displacement is expressed by the quantum defect $\delta$ of each level, defined by

$$E=-\frac{1}{2(n-\delta)^2}.$$

So defined, $\delta$ may depend on $n$ as well as on $l$.

## (a) The polarization potential

**Find the potential felt by a distant, slow Rydberg electron, up to the term in $r^{-4}$.**

Hold the Rydberg electron at distance $r$ from the nucleus, and let the $z$ axis point towards it. The core has nuclear charge $Z$ and $Z-1$ electrons at positions $\mathbf r_i$. The interaction of the outer electron with the core is

$$V=-\frac{Z}{r}+\sum_{i=1}^{Z-1}\frac{1}{|\mathbf r-\mathbf r_i|}.$$

When $r$ is much larger than the core, each repulsion can be expanded as

$$\frac{1}{|\mathbf r-\mathbf r_i|}=\frac1r+\frac{z_i}{r^2}+\dots$$

The first terms add up to $-Z/r+(Z-1)/r=-1/r$. With $D=\sum_i z_i$, this leaves

$$V=-\frac1r+\frac{D}{r^2}+\dots$$

The second term is the energy of the core electrons in a field of strength $F=1/r^2$. Its mean in the spherical core state $|0\rangle$ is zero, so its leading effect is of second order:

$$\Delta E_{\rm core}=-F^2\sum_{k\neq0}\frac{|\langle k|D|0\rangle|^2}{E_k-E_0}=-\frac{\alpha}{2}F^2,\qquad \alpha=2\sum_{k\ne0}\frac{|\langle k|D|0\rangle|^2}{E_k-E_0}.$$

The factor $1/2$ has a simple meaning. The induced dipole $\alpha F$ has energy $-\alpha F^2$ in the field, but half of this is spent on deforming the core. Putting $F=1/r^2$ gives

$$V(r)=-\frac1r-\frac{\alpha}{2r^4}.$$

Three conditions have been used. The electron is outside the core, so that the expansion holds and exchange with core electrons can be dropped. It moves slowly compared with the internal motion of the core, so that the core follows it as if it were at rest. Higher multipoles are neglected. Their means in the spherical state $|0\rangle$ vanish, so they give no first-order terms in $r^{-3}$ or $r^{-4}$. In second order different multipoles connect $|0\rangle$ to core states of different angular momentum and do not mix, so for an outer electron at rest the next term is the square of the quadrupole coupling, which goes as $r^{-3}$, and it is of order $r^{-6}$.

## (b) From the potential to the quantum defect

**Express $\delta$, to first order in $\alpha$, by a hydrogenic mean value.**

The hydrogenic level $-1/(2n^2)$ is degenerate in $l$. The perturbation $-\alpha/(2r^4)$ is central, so it does not couple states of different $l$ or $m$. Ordinary first-order perturbation theory therefore applies to each state separately:

$$\Delta E=-\frac{\alpha}{2}\langle r^{-4}\rangle .$$

Expanding the definition of the quantum defect for small $\delta/n$ gives

$$-\frac{1}{2n^2}\left(1-\frac{\delta}{n}\right)^{-2}=-\frac1{2n^2}-\frac{\delta}{n^3}-\frac{3\delta^2}{2n^4}-\dots$$

To first order, then, $\Delta E=-\delta/n^3$, and

$$\delta=\frac{\alpha n^3}{2}\langle r^{-4}\rangle .$$

An attractive perturbation gives a positive defect.

## (c) The hydrogenic mean of $r^{-4}$

**Find $\langle r^{-4}\rangle$ for $l\ge1$ without integrating Laguerre polynomials.**

Let $u(r)$ be the normalized hydrogenic radial function, with $\int_0^\infty u^2\,dr=1$, and write $L=l(l+1)$. The radial equation is

$$u''=Wu,\qquad W=\frac{L}{r^2}-\frac2r+\frac1{n^2}.$$

*An identity for mean values.* The density $\rho=u^2$ has the derivatives

$$\rho'=2uu',\qquad \rho''=2u'^2+2W\rho.$$

Differentiating once more, and using $4u'u''=4Wuu'=2W\rho'$, gives

$$\rho'''=2W\rho'+2W'\rho+2W\rho'=4W\rho'+2W'\rho .$$

Multiply by a function $f(r)$ and integrate over $r$. Three integrations by parts on the left give $-\langle f'''\rangle$. One on the right turns $4fW\rho'$ into $-4\langle f'W\rangle-4\langle fW'\rangle$. If the boundary terms vanish,

$$\tfrac12\langle f'''\rangle=2\langle f'W\rangle+\langle fW'\rangle .$$

The boundary terms are $f\rho''-f'\rho'+f''\rho$ and $4fW\rho$. They vanish at infinity because $\rho$ decays exponentially. Near the origin $\rho\propto r^{2l+2}$, so they behave as $r^{2l}$ for $f=1$ and as $r^{2l-1}$ for $f=1/r$. Both vanish for $l\ge1$.

*The choice $f=1$.* Since $W'=-2L/r^3+2/r^2$, the identity becomes $0=-2L\langle r^{-3}\rangle+2\langle r^{-2}\rangle$, or

$$\langle r^{-3}\rangle=\frac{\langle r^{-2}\rangle}{L}.$$

*The choice $f=1/r$.* Here $f'=-r^{-2}$ and $f'''=-6r^{-4}$, so that

$$-3\langle r^{-4}\rangle=-2\left\langle \frac{L}{r^4}-\frac{2}{r^3}+\frac{1}{n^2r^2}\right\rangle+\left\langle-\frac{2L}{r^4}+\frac{2}{r^3}\right\rangle .$$

Collecting powers gives

$$(4L-3)\langle r^{-4}\rangle=6\langle r^{-3}\rangle-\frac{2}{n^2}\langle r^{-2}\rangle .$$

*The mean of $r^{-2}$.* One mean value is still needed. Treat $l$ as a continuous parameter in the radial Hamiltonian. Inserting $u=r^{l+1}e^{-\kappa r}\sum_jc_jr^j$, with $E=-\kappa^2/2$, into the radial equation gives

$$(j+1)(j+2l+2)\,c_{j+1}=2[\kappa(j+l+1)-1]\,c_j .$$

The series ends at $j=k$ if $\kappa=1/(k+l+1)$, whether or not $l$ is an integer. At fixed $k$ the energy is therefore $E=-1/[2(k+l+1)^2]$, and at integer $l$, where $n=k+l+1$, its slope is $dE/dl=1/n^3$.

For a normalized eigenfunction this slope equals the mean of the derivative of the Hamiltonian, because the change of the function itself contributes $E\,d\langle u|u\rangle/dl=0$. The parameter $l$ enters through $l(l+1)/(2r^2)$, so

$$\frac1{n^3}=\frac{2l+1}{2}\langle r^{-2}\rangle,\qquad \langle r^{-2}\rangle=\frac{1}{n^3(l+\frac12)} .$$

*Combination.* With $4L-3=(2l-1)(2l+3)=4(l-\frac12)(l+\frac32)$,

$$\langle r^{-4}\rangle=\frac{1}{4(l-\frac12)(l+\frac32)}\left(\frac6L-\frac2{n^2}\right)\frac{1}{n^3(l+\frac12)} .$$

The bracket equals $2(3n^2-L)/(n^2L)$, and the result is

$$\langle r^{-4}\rangle=\frac{3n^2-l(l+1)}{2n^5(l-\frac12)\,l\,(l+\frac12)(l+1)(l+\frac32)} .$$

For $l=0$ the integrand $u^2r^{-4}$ behaves as $r^{-2}$ at the origin and the mean diverges.

## (d) The quantum defect and its limits

**Write down $\delta$, and find its form for large $n$ and large $l$. Does it matter how the two limits are taken?**

Inserting the mean value into $\delta=\alpha n^3\langle r^{-4}\rangle/2$ gives

$$\delta=\frac{\alpha\,[3n^2-l(l+1)]}{4n^2(l-\frac12)\,l\,(l+\frac12)(l+1)(l+\frac32)} .$$

Let $n$ grow at fixed $l$. The second term in the bracket drops out:

$$\delta\to\frac{3\alpha}{4(l-\frac12)\,l\,(l+\frac12)(l+1)(l+\frac32)} .$$

The defect becomes independent of $n$. The probability of finding the electron in the inner region falls as $n^{-3}$, and so does the shift produced by one unit of defect.

Now let $l$ be large as well. The product in the denominator is

$$l^5\left(1-\frac1{2l}\right)\left(1+\frac1{2l}\right)\left(1+\frac1l\right)\left(1+\frac3{2l}\right)=l^5\left(1+\frac{5}{2l}+\dots\right),$$

so that

$$\delta\to\frac{3\alpha}{4l^5}\qquad(n\gg l\gg1).$$

This form is approached slowly. Relative to the large-$n$ expression with the full product, it is too large by about $5/(2l)$. At $l=40$ the computed excess is still 6.3%. At $l=3$ the product is $2.5\times3\times3.5\times4\times4.5=472.5$, whereas $l^5=243$, so the limiting form is too large by a factor 1.94.

It does matter how the limits are taken. Since $l<n$, $l$ cannot grow without bound at fixed $n$, but the two can grow together. For a circular state, $l=n-1$, the bracket $3n^2-l(l+1)$ tends to $2n^2$ instead of $3n^2$, and the defect tends to $\alpha/(2l^5)$, two thirds of the previous limit. For $n=80$, $l=79$ the ratio to $3\alpha/(4l^5)$ is 0.650, near the limiting value $2/3$.

## (e) The classical picture

**Recover the large-$l$ result from a Kepler orbit, and explain the two different limits.**

An orbit with angular momentum $l$ and energy $-1/(2n^2)$ is the ellipse

$$r=\frac{l^2}{1+e\cos\varphi},\qquad e^2=1-\frac{l^2}{n^2},$$

with period $T=2\pi n^3$. Angular momentum conservation, $l=r^2\dot\varphi$, gives $dt=r^2d\varphi/l$. The time average of $r^{-4}$ is then

$$\overline{r^{-4}}=\frac{1}{2\pi n^3l}\int_0^{2\pi}\frac{d\varphi}{r^2}=\frac{1}{2\pi n^3l^5}\int_0^{2\pi}(1+e\cos\varphi)^2d\varphi .$$

The integral is $2\pi(1+e^2/2)$, so

$$\overline{r^{-4}}=\frac{2+e^2}{2n^3l^5}=\frac{3-l^2/n^2}{2n^3l^5},\qquad \delta_{\rm cl}=\frac{\alpha}{4l^5}\left(3-\frac{l^2}{n^2}\right).$$

For $n\gg l$ the orbit is nearly a parabola, $e\to1$, and $\delta_{\rm cl}=3\alpha/(4l^5)$. For a circle, $e=0$, and $\delta_{\rm cl}=\alpha/(2l^5)$. At equal $l$ the elongated orbit comes closer to the core, with smallest distance $l^2/(1+e)$ tending to $l^2/2$ instead of $l^2$. Its far side lies further out than the circle, but in the mean of $(1+e\cos\varphi)^2$ the near side gains more than the far side loses, so its defect is larger.

## (f) Lithium in the 10f state

**Compute the shift and the quantum defect of the 10f state of lithium, and check the assumptions of part (a).**

The core is Li⁺. Its polarizability was computed by full configuration interaction for the two electrons in a finite Gaussian basis, without relativity:

$$\alpha=0.0285\ \text{Å}^3\quad(0.1925\,a_0^3).$$

Adding the d functions to the basis changed this value by 0.6%. It is a computed model value, not a measured one.

*The potential.* In the same core calculation, a fixed charge $-1$ was placed at distance $R$. Beyond $-1/R$, the energy changed by $-2.572\times10^{-3}$ eV at 3 Å, against $-2.536\times10^{-3}$ eV from $-\alpha/(2R^4)$. The difference is 1.4% of the latter. At 6 Å it is 0.4%. This relative difference falls by a factor of about 3.6 on doubling $R$. An additional $R^{-6}$ term alone would give a factor 4, so still higher powers of $1/R$ are not yet negligible at 3 Å. The largest of them is a third-order term in $R^{-7}$, with two dipole couplings and one quadrupole coupling. It has the opposite sign and amounts to about 0.3% of the $R^{-4}$ term at 3 Å. These small differences depend on the basis more than $\alpha$ does. With more d functions and with f functions added, the energy change at 3 Å becomes $-2.576\times10^{-3}$ eV, the difference there 1.6% and the factor 3.7, while $\alpha$ moves by less than 0.01%.

*The orbit.* The inner turning point follows from setting the radial kinetic energy to zero, $W=0$. This gives $r^2-2n^2r+n^2L=0$, whose smaller root is

$$r_{\rm in}=n^2\left(1-\sqrt{1-\frac{L}{n^2}}\right).$$

For 10f this is 3.28 Å, about nine times the rms radius of a core electron, 0.354 Å. The angular frequency there, $\sqrt L/r_{\rm in}^2$, corresponds to 2.46 eV. A typical excitation energy of the core, weighted as in the polarizability, is the ratio of $\sum_{k\ne0}|\langle k|D|0\rangle|^2/(E_k-E_0)$ to $\sum_{k\ne0}|\langle k|D|0\rangle|^2/(E_k-E_0)^2$. It is 74.2 eV, thirty times larger. The electron is thus outside the core and slow on its scale.

*The shift.* For $n=10$, $l=3$ the mean value is

$$\langle r^{-4}\rangle=\frac{300-12}{2\times10^5\times472.5}\,a_0^{-4}=3.886\times10^{-5}\ \text{Å}^{-4}.$$

In eV and Å the polarization energy carries the Coulomb constant 14.40 eV Å:

$$\Delta E=-14.40\times\frac{0.02853}{2}\times3.886\times10^{-5}\ \text{eV}=-7.98\times10^{-6}\ \text{eV}.$$

The hydrogenic energy is $-0.136$ eV, so the relative change is about $6\times10^{-5}$. The quantum defect is

$$\delta=-\frac{n^3\Delta E}{E_h}=\frac{10^3\times7.98\times10^{-6}}{27.21}=2.93\times10^{-4}.$$

The large-$n$ expression gives $3.06\times10^{-4}$, while $3\alpha/(4l^5)$ gives $5.94\times10^{-4}$. For an f state the full product must be kept.

The value of $\delta$ is that of the model, and it is good for the real atom only to a few percent. Higher multipoles, the delayed response of the core, exchange and relativistic effects have all been left out. For 10f the quadrupole polarizability of the core raises $\delta$ by about 2%. The delayed response, which a fixed charge cannot probe, lowers it by about 3%. The relativistic correction to the hydrogenic level raises it by about 2%. The finite nuclear mass $M$ rescales all levels by a relative amount $m_e/M$, of order $10^{-4}$ for lithium and so comparable to the polarization shift itself. The value of $\delta$ applies to the real atom only if this factor is absorbed into the energy unit of the defining formula.

## (g) Where the result fails

**The formula is finite for p states. Can it be used for them?**

The potential $-\alpha/(2r^4)$ was derived for large $r$. Continued to the origin, it does not even define an atom with a lowest energy. A state squeezed into a region of size $b$ near the origin has kinetic energy of order $b^{-2}$ but polarization energy of order $-\alpha b^{-4}$, so its total energy falls without limit as $b\to0$. The first-order formula makes sense as an estimate of what happens outside the core, and it is useful if the inside contributes little.

How much the inside contributes depends strongly on $l$. Near the origin $u^2r^{-4}\propto r^{2l-2}$, so the region $r<r_c$ contributes to $\langle r^{-4}\rangle$ an amount proportional to $r_c^{2l-1}$ for small $r_c$. For an f state this is $r_c^5$; for a p state it is $r_c$.

A direct check is to switch off the attraction inside a radius $r_c$, multiplying it by $1-e^{-(r/r_c)^6}$, and to diagonalize the radial Hamiltonian. For $n=10$ the defects are:

| $l$ | first order | $r_c=0.3$ Å | $r_c=0.6$ Å |
|---|---|---|---|
| 1 | 0.0383 | 0.0232 | 0.0116 |
| 2 | 0.00180 | 0.00180 | 0.00171 |
| 3 | 0.000293 | 0.000294 | 0.000294 |

For $l=3$ the three values agree within about 0.1%, so the choice between these two cutoffs of the polarization potential is of no importance at this level. For $l=2$ the larger cutoff lowers the defect by about 5% relative to first order. For $l=1$ the two cutoffs differ by a factor of two: the model does not determine the p defect, which depends on the true interaction inside the core.

A small probability of being inside is not sufficient protection. The 10p electron spends a fraction of just $4\times10^{-4}$ of its time within 1 Å of the nucleus, but the weight $r^{-4}$ makes that region decisive. For 10f the fraction is $1.3\times10^{-7}$.

The diagonalization also checks the use of first order. With the smaller cutoff the 10f shift is $-7.99\times10^{-6}$ eV, 0.1% larger in size than the first-order value. The cutoff weakens the attraction and can only reduce the first-order shift, so this small excess comes from beyond first order. In a separate test with larger model polarizabilities, doubling $\alpha$ multiplied the remainder beyond first order by 4.05, close to the factor 4 of a second-order term. The numerical check also compares the mean values of part (c) with explicit integrals.

## Calculated quantities

```
LI+ CORE, full CI in a finite Gaussian basis
ground energy = -198.054 eV
alpha, s and p basis = 0.02837 angstrom^3
alpha, s, p, d basis = 0.02853 angstrom^3
  the same, converted = 0.1925 bohr^3
alpha from finite field = 0.02853 angstrom^3
rms electron radius = 0.354 angstrom
mean excitation energy = 74.2 eV
Charge -1 at R: energy beyond -1/R, CI and -alpha/(2R^4)
R = 3.0 angstrom: CI -2.5723e-03 eV, model -2.5361e-03 eV
R = 6.0 angstrom: CI -1.5914e-04 eV, model -1.5851e-04 eV
LITHIUM 10f
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV angstrom
Hartree energy = 27.2114 eV
hydrogenic energy = -0.136057 eV
mean r^-4 = 3.8865e-05 angstrom^-4
first-order shift = -7.9838e-06 eV
shift by diagonalization = -7.9919e-06 eV
delta, first order = 2.9340e-04 (no unit)
inner turning point = 3.276 angstrom
hbar * angular frequency there = 2.46 eV
probability inside 1 angstrom, n=10, l=1: 3.99e-04
probability inside 1 angstrom, n=10, l=2: 1.67e-05
probability inside 1 angstrom, n=10, l=3: 1.25e-07
QUANTUM DEFECTS at n=10 (no unit); cutoffs 0.3 and 0.6 angstrom
l  first order  cut 0.3     cut 0.6     n->infinity 3alpha/(4l^5)
1  3.8252e-02  2.3131e-02  1.1622e-02  3.8509e-02  1.4441e-01
2  1.7971e-03  1.7987e-03  1.7103e-03  1.8338e-03  4.5128e-03
3  2.9340e-04  2.9368e-04  2.9351e-04  3.0563e-04  5.9427e-04
4  7.7796e-05  7.7809e-05  7.7809e-05  8.3352e-05  1.4102e-04
5  2.6929e-05  2.6931e-05  2.6931e-05  2.9921e-05  4.6211e-05
LIMITS AND CHECKS (no unit)
relative excess of 3alpha/(4l^5), l=40, n->infinity: 0.0633
delta/(3alpha/(4l^5)) for circular n=80, l=79: 0.6501
remainder ratio when alpha doubles: 4.052
Kepler average / its formula, n=20, l=8: 1.00000000
```
